# Ultrasoft eigenvalue error as a function of the projector residual: a program that tests the result

```python
"""Order of the ultrasoft eigenvalue error in the projector residual.

Result under test: with augmentation Q, |E_us - E| <= K ||res||^2, where
res = (1-P) psi inside the sphere; without Q the error is linear in ||res||.
Model: s states (u = r * orbital) of a well of depth V0 and radius RC, with a
hard wall at radius L as environment. The local pseudopotential is zero.
phi, smooth : all-electron and pseudo partial waves at the reference energies
beta, D, Q  : projectors, nonlocal strengths, augmentation norms
w           : pseudo trial function built from the all-electron state psi
g           : defect (H - E S) w of the trial function, zero outside RC
Energies in eV, lengths in angstrom; T2 = hbar^2 / (2 m).
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq

T2 = const.hbar**2 / (2 * const.m_e) / const.e * 1e20
HARTREE = const.physical_constants["Hartree energy in eV"][0]
V0, RC, NBASIS = 100.0, 1.0, 240
nodes, weights = np.polynomial.legendre.leggauss(400)
x = 0.5 * RC * (nodes + 1)
wx = 0.5 * RC * weights


def dot(f, h):
    """Radial overlap inside the sphere."""
    return f.T @ (wx[:, None] * h if h.ndim == 2 else wx * h)


def wave_number(energy):
    return np.sqrt((energy + V0) / T2)


def edge_slope(energy):
    k = wave_number(energy)
    return k / np.tan(k * RC)


def build(refs):
    """Ultrasoft data for a list of reference energies."""
    refs = np.array(refs, float)
    phi, dphi, smooth, chi = [], [], [], []
    p = np.array([1, 3, 5])
    for e in refs:
        k = wave_number(e)
        phi.append(np.sin(k * x) / np.sin(k * RC))
        dphi.append(k * np.cos(k * x) / np.sin(k * RC))
        rows = np.array([RC**p, p * RC**(p - 1.0),
                         p * (p - 1) * RC**(p - 2.0)])
        c = np.linalg.solve(rows, [1.0, edge_slope(e), -e / T2])
        f = (x[:, None]**p) @ c
        f2 = (p * (p - 1) * x[:, None]**(p - 2.0)) @ c
        smooth.append(f)
        chi.append(e * f + T2 * f2)
    phi, dphi, smooth, chi = [np.array(q).T for q in (phi, dphi, smooth, chi)]
    B = dot(smooth, chi)
    Q = dot(phi, phi) - dot(smooth, smooth)
    D = B + Q * refs[None, :]
    assert np.allclose(D, D.T, rtol=1e-8, atol=1e-8)
    return dict(refs=refs, phi=phi, dphi=dphi, smooth=smooth,
                beta=chi @ np.linalg.inv(B), B=B, Q=Q, D=D)


def study(pp, energy, augment=True):
    """Compare the exact level with the pseudo level in one environment."""
    phi, smooth, beta, refs = pp["phi"], pp["smooth"], pp["beta"], pp["refs"]
    Quse = pp["Q"] if augment else np.zeros_like(pp["Q"])
    Duse = pp["D"] if augment else pp["B"]
    # wall radius that makes the chosen energy an exact level
    kappa = np.sqrt(-energy / T2)
    gap_out = np.arctanh(-kappa / edge_slope(energy)) / kappa
    L = RC + gap_out
    y = RC + 0.5 * gap_out * (nodes + 1)
    wy = 0.5 * gap_out * weights
    k = wave_number(energy)
    u = np.sin(k * x) / np.sin(k * RC)
    uo = np.sinh(kappa * (L - y)) / np.sinh(kappa * gap_out)
    scale = np.sqrt(dot(u, u) + wy @ uo**2)
    u, uo = u / scale, uo / scale
    # residual, trial function and derived defect
    a = np.linalg.solve(dot(beta, phi), dot(beta, u))
    b = (refs - energy) * a
    diff = phi - smooth
    res = u - phi @ a
    w = u - diff @ a
    zeta = diff - beta @ Quse
    g = V0 * res - zeta @ b
    res2 = dot(res, res)
    wg = V0 * res2 - 2 * dot(res, diff @ b) + a @ (Quse - pp["Q"]) @ b
    norm = dot(w, w) + wy @ uo**2 + a @ Quse @ a
    # independent road: diagonalization in a sine basis on (0, L)
    n = np.arange(1, NBASIS + 1) * np.pi / L
    si = np.sqrt(2 / L) * np.sin(np.outer(x, n))
    so = np.sqrt(2 / L) * np.sin(np.outer(y, n))
    bk = dot(si, beta)
    kinetic = np.diag(T2 * n**2)
    H = kinetic + bk @ (0.5 * (Duse + Duse.T)) @ bk.T
    S = np.eye(NBASIS) + bk @ Quse @ bk.T
    levels, vecs = eigh(H, S)
    idx = int(np.argmin(abs(levels - energy)))
    error = levels[idx] - energy
    exact = eigh(kinetic - V0 * dot(si, si), eigvals_only=True)
    assert abs(exact[1] - energy) < 1e-4      # basis cut at the well edge
    wc = dot(si, w) + so.T @ (wy * uo)
    direct = wc @ (H - energy * S) @ wc
    assert np.isclose(direct, wg, rtol=1e-3, atol=1e-9)
    v = vecs[:, idx]
    from_defect = dot(si @ v, g) / (v @ S @ wc)
    assert np.isclose(from_defect, error, rtol=1e-2, atol=1e-8)
    # linear and quadratic bounds
    G = dot(beta, beta)
    pg = dot(beta, g)
    one = np.eye(len(refs))
    gsg = dot(g, g) - pg @ Quse @ np.linalg.solve(one + G @ Quse, pg)
    rayleigh = energy + wg / norm
    others = np.delete(levels, idx)
    assert np.sum(others < rayleigh) == idx
    gap = np.min(abs(others - rayleigh))
    linear = np.sqrt(gsg / norm)
    quadratic = abs(wg) / norm + gsg / norm / gap
    assert abs(error) <= linear and abs(error) <= quadratic
    # bound of b by the residual, through test functions flat at RC
    s = (x / RC)[:, None]
    m, m1, m2 = (1 - s**2)**2, -4 * s * (1 - s**2) / RC, (12 * s**2 - 4) / RC**2
    F = dot(m * phi, phi)
    Y = m * phi * (refs - energy) - T2 * (2 * m1 * pp["dphi"] + m2 * phi)
    assert np.allclose(-np.linalg.solve(F, dot(Y, res)), b,
                       rtol=1e-5, atol=1e-8)
    Fi = np.linalg.inv(F)

    def map_norm(X):
        mat = dot(X, X) @ Fi @ dot(Y, Y) @ Fi.T
        return np.sqrt(np.max(np.linalg.eigvals(mat).real))

    smin = min(1.0, np.min(np.linalg.eigvals(one + G @ Quse).real))
    assert smin > 0
    K = (V0 + 2 * map_norm(diff)
         + (V0 + map_norm(zeta))**2 / (smin * gap)) / norm
    if augment:
        assert quadratic <= K * res2 * (1 + 1e-9)
    return dict(L=L, res=np.sqrt(res2), error=error, linear=linear,
                quadratic=quadratic, K=K, gap=gap, idx=idx, smin=smin,
                ray=wg / norm, relax=levels[idx] - rayleigh, norm=norm,
                first=-(a @ pp["Q"] @ b) / norm, a=a[0], b=b[0],
                level=levels[idx])


free = brentq(lambda e: edge_slope(e) + np.sqrt(-e / T2), -15.0, -1e-6)
one_proj = build([free])
two_proj = build([free, free + 8.0])
shifts = [0.1, 0.2, 0.4, 0.8, 1.6]
cases = {"one projector, with Q": (one_proj, True, 2),
         "two projectors, with Q": (two_proj, True, 2),
         "one projector, no Q": (one_proj, False, 1)}

print(f"hbar^2/2m = {T2:.5f} eV angstrom^2")
print(f"well depth = {V0:.1f} eV, well and sphere radius = {RC:.1f} angstrom")
print(f"free-well 2s level = first reference = {free:.5f} eV")
print(f"second reference = {two_proj['refs'][1]:.5f} eV")
print(f"Q (one projector, phi(RC)=1) = {one_proj['Q'][0, 0]:.5f} angstrom")
results = {}
for name, (pp, augment, order) in cases.items():
    rows = [study(pp, free + d, augment) for d in shifts]
    results[name] = rows
    print(f"{name}: shift eV, wall angstrom, ||res||, error eV, error/||res||^{order} eV")
    for d, q in zip(shifts, rows):
        print(f"  {d:.1f}  {q['L']:.4f}  {q['res']:.4e}  {q['error']:.4e}"
              f"  {q['error'] / q['res']**order:.4f}")
    err = np.log([abs(q["error"]) for q in rows])
    lr = np.log([q["res"] for q in rows])
    slopes = np.diff(err) / np.diff(lr)
    print("  local orders:", " ".join(f"{s:.3f}" for s in slopes))
    # remaining deviation is the next order in the residual
    assert abs(slopes[0] - order) < 0.15

control = results["one projector, no Q"][0]
assert abs(control["first"] / control["error"] - 1) < 0.10
print(f"no Q, shift 0.1 eV: first-order formula = {control['first']:.5e} eV")

pick = shifts.index(0.8)
print(f"details at shift {shifts[pick]:.1f} eV, exact level {free + shifts[pick]:.5f} eV")
for name in list(cases)[:2]:
    q = results[name][pick]
    print(f"{name}: pseudo level = {q['level']:.6f} eV")
    print(f"  pseudo levels below it = {q['idx']}, gap = {q['gap']:.3f} eV")
    print(f"  N = {q['norm']:.5f}, smallest eigenvalue of S = {q['smin']:.4f}")
    print(f"  Rayleigh part = {q['ray']:.4e} eV, relaxation = {q['relax']:.4e} eV")
    print(f"  linear bound = {q['linear']:.4e} eV")
    print(f"  quadratic bound = {q['quadratic']:.4e} eV")
    print(f"  a priori constant K = {q['K']:.3e} eV")
    print(f"  error = {q['error']:.4e} eV = {q['error'] / HARTREE:.4e} hartree")
q = results["one projector, no Q"][pick]
print(f"one projector, no Q: error = {q['error']:.4e} eV = {q['error'] / HARTREE:.4e} hartree")
print("success")
```

Output:

```
hbar^2/2m = 3.80998 eV angstrom^2
well depth = 100.0 eV, well and sphere radius = 1.0 angstrom
free-well 2s level = first reference = -6.15284 eV
second reference = 1.84716 eV
Q (one projector, phi(RC)=1) = -0.49877 angstrom
one projector, with Q: shift eV, wall angstrom, ||res||, error eV, error/||res||^2 eV
  0.1  2.8334  3.1331e-03  -7.4878e-05  -7.6278
  0.2  2.5712  6.3169e-03  -3.0473e-04  -7.6369
  0.4  2.3157  1.2784e-02  -1.2509e-03  -7.6541
  0.8  2.0702  2.5983e-02  -5.1890e-03  -7.6861
  1.6  1.8389  5.2995e-02  -2.1746e-02  -7.7432
  local orders: 2.002 2.003 2.006 2.010
two projectors, with Q: shift eV, wall angstrom, ||res||, error eV, error/||res||^2 eV
  0.1  2.8334  8.1695e-05  1.7491e-06  262.0671
  0.2  2.5712  1.6268e-04  6.9121e-06  261.1711
  0.4  2.3157  3.2102e-04  2.6742e-05  259.4907
  0.8  2.0702  6.1901e-04  9.8178e-05  256.2195
  1.6  1.8389  1.1255e-03  3.1664e-04  249.9624
  local orders: 1.995 1.991 1.981 1.959
one projector, no Q: shift eV, wall angstrom, ||res||, error eV, error/||res||^1 eV
  0.1  2.8334  3.1331e-03  -3.5124e-02  -11.2104
  0.2  2.5712  6.3169e-03  -7.1289e-02  -11.2855
  0.4  2.3157  1.2784e-02  -1.4596e-01  -11.4174
  0.8  2.0702  2.5983e-02  -3.0262e-01  -11.6470
  1.6  1.8389  5.2995e-02  -6.3830e-01  -12.0446
  local orders: 1.010 1.016 1.028 1.047
no Q, shift 0.1 eV: first-order formula = -3.49146e-02 eV
details at shift 0.8 eV, exact level -5.35284 eV
one projector, with Q: pseudo level = -5.358032 eV
  pseudo levels below it = 0, gap = 37.634 eV
  N = 0.97250, smallest eigenvalue of S = 0.4888
  Rayleigh part = 9.2038e-02 eV, relaxation = -9.7227e-02 eV
  linear bound = 3.1840e+00 eV
  quadratic bound = 3.6142e-01 eV
  a priori constant K = 2.685e+03 eV
  error = -5.1890e-03 eV = -1.9069e-04 hartree
two projectors, with Q: pseudo level = -5.352745 eV
  pseudo levels below it = 1, gap = 23.790 eV
  N = 1.00010, smallest eigenvalue of S = 0.2386
  Rayleigh part = 6.1923e-05 eV, relaxation = 3.6255e-05 eV
  linear bound = 8.7926e-02 eV
  quadratic bound = 3.8690e-04 eV
  a priori constant K = 2.307e+04 eV
  error = 9.8178e-05 eV = 3.6080e-06 hartree
one projector, no Q: error = -3.0262e-01 eV = -1.1121e-02 hartree
success
```
